# Gauge symmetry, the Pauli term and the electron's g-factor

**Q.** I think gauge symmetry explains why the electron has $g=2$, apart from small loop corrections. Replace $\partial_\mu$ by a covariant derivative in the free Dirac equation, and $g=2$ comes out. What freedom is left?

**A.** Try adding a term. I use $\hbar=c=1$, metric $(+,-,-,-)$, charge $Q=-e$ for the electron with $e>0$, $\alpha=e^2/4\pi$, and

$$D_\mu=\partial_\mu+iQA_\mu,\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].$$

Consider, with a real number $\kappa$,

$$\mathcal L=\bar\psi(i\gamma^\mu D_\mu-m)\psi-\tfrac14F_{\mu\nu}F^{\mu\nu}-\frac{Q\kappa}{4m}\bar\psi\sigma^{\mu\nu}F_{\mu\nu}\psi .$$

The last piece is the Pauli term. Which symmetry forbids it?

**Q.** Gauge symmetry, I would hope. Let $\psi\to e^{i\chi}\psi$ and $A_\mu\to A_\mu-\partial_\mu\chi/Q$. Then

$$D_\mu\psi\to e^{i\chi}(\partial_\mu+i\partial_\mu\chi+iQA_\mu-i\partial_\mu\chi)\psi=e^{i\chi}D_\mu\psi .$$

In the Pauli term the phases of $\bar\psi$ and $\psi$ cancel, because no derivative acts on them. And $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$ changes by $-(\partial_\mu\partial_\nu-\partial_\nu\partial_\mu)\chi/Q=0$. So it is invariant for any $\kappa$. But my replacement rule never produces it.

**A.** That depends on how you write the free equation. Add to its operator the quantity $(i\kappa/4m)\sigma^{\mu\nu}[\partial_\mu,\partial_\nu]$, which is zero. Now apply your rule. Since

$$[D_\mu,D_\nu]\psi=iQ(\partial_\mu A_\nu-\partial_\nu A_\mu)\psi=iQF_{\mu\nu}\psi,$$

the added zero becomes $-(Q\kappa/4m)\sigma^{\mu\nu}F_{\mu\nu}$, the Pauli term. Minimal coupling is therefore a choice beyond gauge symmetry.

**Q.** Does the term really change $g$, or could it be a disguised relativistic correction?

**A.** Put the electron in a uniform field $B$ along $z$, with $p_z=0$ and no electric field. Varying $\bar\psi$ and multiplying by $\beta=\gamma^0$ gives $i\partial_t\psi=H\psi$ with

$$H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m+\frac{Q\kappa}{4m}\beta\sigma^{\mu\nu}F_{\mu\nu},\qquad \boldsymbol\pi=\mathbf p+e\mathbf A,\quad \alpha_i=\gamma^0\gamma^i .$$

Lowering a spatial index changes a sign, so $F_{12}=-B$. Also $\sigma^{12}=\Sigma_z$, and the orderings 12 and 21 contribute equally, so $\sigma^{\mu\nu}F_{\mu\nu}=-2B\Sigma_z$. With $Q=-e$,

$$H=H_D+\frac{\kappa eB}{2m}\beta\Sigma_z,\qquad H_D=\alpha_x\pi_x+\alpha_y\pi_y+\beta m .$$

Both $\beta$ and $\Sigma_z$ anticommute with $\alpha_x$ and $\alpha_y$. Their product therefore commutes with these matrices, and also with $\beta$. Thus $\tau=\beta\Sigma_z=\pm1$ is conserved, and the Pauli term just adds $\tau\kappa eB/2m$ to each Dirac level.

**Q.** Then I need the Dirac levels. Squaring removes the cross terms, since $\beta$ anticommutes with $\alpha_{x,y}$:

$$H_D^2=m^2+\pi_x^2+\pi_y^2+\alpha_x\alpha_y[\pi_x,\pi_y].$$

Here $\alpha_x\alpha_y=i\Sigma_z$ and $[\pi_x,\pi_y]=-ie(\partial_xA_y-\partial_yA_x)=-ieB$, so the last term is $+eB\Sigma_z$.

**A.** Yes. The constant commutator makes $\pi_x^2+\pi_y^2$ an oscillator with eigenvalues $(2N+1)eB$. Write $\Sigma_z=2s$, $s=\pm\frac12$. Then $H_D^2=m^2+2neB$ with $n=N+\frac12+s$.

For $n\ge1$, the sector $\tau=+1$ contains ($\beta=+1$, spin up, $N=n-1$) and ($\beta=-1$, spin down, $N=n$). In this pair $H_D$ has diagonal entries $m$ and $-m$, hence zero trace, so it has one positive and one negative eigenvalue. The sector $\tau=-1$ works the same way. Take $|\kappa|eB<2m^2$, so that the Pauli shift is smaller than $m$ and changes the sign of no level. The positive energies are

$$E_{n,\tau}=\sqrt{m^2+2neB}+\tau\frac{\kappa eB}{2m},\qquad n\ge1 .$$

For $n=0$ the spin is down and $\alpha_x\pi_x+\alpha_y\pi_y$ gives zero, because its square does. The positive-energy state has $\beta=+1$, $\tau=-1$ and $E_0=m-\kappa eB/2m$.

**Q.** And in the nonrelativistic theory the energy is $\omega_c(N+\frac12)+\frac g2\omega_c s$, with $\omega_c=eB/m$. The states $(N=0,\text{up})$ and $(N=1,\text{down})$ then differ by

$$\omega_c\left(\tfrac12+\tfrac g4\right)-\omega_c\left(\tfrac32-\tfrac g4\right)=\left(\tfrac g2-1\right)\omega_c .$$

Your doublet is split by $\kappa eB/m=\kappa\omega_c$. So

$$g=2(1+\kappa).$$

**A.** That is the tree-level result. The numerical check diagonalizes the Hamiltonian in an oscillator basis. For $eB=0.02\,m^2$ and $\kappa=0.3$ the first doublet lies at $1.01680\,m$ and $1.02280\,m$, a splitting of $0.3\times0.02\,m=0.006\,m$. In a weak field the levels give $g=2.600$, against $2.000$ for $\kappa=0$. Both theories are gauge invariant.

**Q.** I concede that gauge symmetry alone does not do it. What does select $\kappa=0$?

**A.** Count dimensions in powers of mass. The action is dimensionless, so $\mathcal L$ has dimension 4. The kinetic terms give $[\psi]=3/2$ and $[A]=1$, hence $[F]=2$. The operator $\bar\psi\sigma^{\mu\nu}F_{\mu\nu}\psi$ has dimension $3+2=5$, and its coefficient is a length.

Suppose we admit only operators of dimension four or less, and assume parity. A fermion bilinear then has room for at most one covariant derivative. Lorentz invariance leaves $\bar\psi\psi$ and $\bar\psi i\gamma^\mu D_\mu\psi$, and the field alone gives $F_{\mu\nu}F^{\mu\nu}$. These are the terms of ordinary QED, and they give $g=2$ at tree level.

**Q.** Why should the dimension of an operator matter to a loop?

**A.** Because a Pauli vertex carries a factor of photon momentum. Take a diagram with $I_e$ and $I_\gamma$ internal lines, $N_e$ and $N_\gamma$ external lines, and $V$ vertices, of which $n_P$ are Pauli vertices. It has $I_e+I_\gamma-V+1$ loops. Each loop gives four powers of momentum, an electron propagator removes one and a photon propagator two:

$$D=4(I_e+I_\gamma-V+1)-I_e-2I_\gamma+n_P .$$

Each vertex joins two electron ends and one photon end, so $2V=2I_e+N_e$ and $V=2I_\gamma+N_\gamma$. Eliminating the internal lines,

$$D=4-\tfrac32N_e-N_\gamma+n_P .$$

A negative $D$ means no overall divergence. Without Pauli vertices $D$ depends only on the external lines. With them it grows as they are added.

For the electron–photon vertex, $N_e=2$ and $N_\gamma=1$, so $D=n_P$. Between on-shell spinors the vertex has the form

$$\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad q=p'-p .$$

For an incoming photon, $\partial_\mu\to-iq_\mu$ in the Pauli term gives $F_2=\kappa$. Hence $F_2(0)$ plays the role of $\kappa$ in a weak, slowly varying field, and $a\equiv(g-2)/2=F_2(0)$ once the charge is normalized to $F_1(0)=1$. The magnetic structure shows one external momentum explicitly, so the degree of its coefficient is $n_P-1$. For $n_P=0$ that is $-1$.

**Q.** So in ordinary QED the one-loop anomaly should be finite, with no counterterm. I would like to see that.

**A.** Let the virtual photon have momentum $k$ and, for checking purposes, a mass $\mu$. Its propagator is $-ig_{\alpha\beta}/(k^2-\mu^2)$, each inner vertex is $-iQ\gamma$, and each electron propagator has a factor $i$. The factors multiply to $(-i)(-iQ)^2(i)^2=-ie^2$:

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\alpha(\not a'+m)\gamma^\mu(\not a+m)\gamma_\alpha}{(k^2-\mu^2)(k^2-2p'\!\cdot k)(k^2-2p\cdot k)},$$

with $a=p-k$, $a'=p'-k$ and $p^2=p'^2=m^2$. Moving $\gamma_\alpha$ leftwards with $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$ gives in turn

$$\gamma^\alpha\gamma^\mu\gamma_\alpha=-2\gamma^\mu,\quad \gamma^\alpha\gamma^\mu\gamma^\nu\gamma_\alpha=4g^{\mu\nu},\quad \gamma^\alpha\gamma^\mu\gamma^\nu\gamma^\rho\gamma_\alpha=-2\gamma^\rho\gamma^\nu\gamma^\mu .$$

The numerator becomes

$$N^\mu=-2\not a\gamma^\mu\not a'+4m(a+a')^\mu-2m^2\gamma^\mu .$$

**Q.** And the three denominators?

**A.** Write each as $1/A_i=\int_0^\infty ds_i\,e^{-s_iA_i}$, set $s_i=Sx_i$ with $\sum x_i=1$, and integrate over $S$ with weight $S^2$. This gives

$$\frac1{A_1A_2A_3}=2\int\frac{dx\,dy\,dz\,\delta(1-x-y-z)}{(xA_1+yA_2+zA_3)^3}$$

for positive $A_i$, and elsewhere by continuation. Let $x$ go with $p'$, $y$ with $p$, $z$ with the photon. Completing the square with $l=k-xp'-yp$ turns the bracket into $l^2-\Delta$. Using $2p\cdot p'=2m^2-q^2$,

$$\Delta=(xp'+yp)^2+z\mu^2=(1-z)^2m^2-xyq^2+z\mu^2 .$$

In the numerator $a=-l+b$ and $a'=-l+b'$, where

$$b=(1-y)p-xp',\qquad b'=(1-x)p'-yp .$$

Terms odd in $l$ integrate to zero. In the quadratic term $l^\rho l^\sigma\to g^{\rho\sigma}l^2/4$, so $-2\not l\gamma^\mu\not l\to l^2\gamma^\mu$. This part belongs to $F_1$.

**Q.** So the magnetic part comes from $b$ and $b'$. The spinors obey $\not pu=mu$ and $\bar u'\not p'=m\bar u'$, which gives

$$\not b\gamma^\mu\not b'\to(1-x)(1-y)\not p\gamma^\mu\not p'-y(1-y)m\not p\gamma^\mu-x(1-x)m\gamma^\mu\not p'+xym^2\gamma^\mu .$$

**A.** Now anticommute until each $\not p$ reaches $u$ and each $\not p'$ reaches $\bar u'$:

$$\not p\gamma^\mu\to2p^\mu-m\gamma^\mu,\qquad \gamma^\mu\not p'\to2p'^\mu-m\gamma^\mu,$$
$$\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu(2p\cdot p'-\not p'\not p)\to2m(p+p')^\mu-(2p\cdot p'+m^2)\gamma^\mu .$$

Drop the $\gamma^\mu$ terms. The coefficient of $p^\mu$ in $N^\mu$ is

$$-4m(1-x)(1-y)+4my(1-y)+4m(1-2y),$$

and that of $p'^\mu$ has $x$ and $y$ exchanged. Since $\Delta$ is symmetric in $x,y$, both may be replaced by their average,

$$-4m(1-x)(1-y)+2m[x(1-x)+y(1-y)]+4m(1-x-y).$$

With $x+y=1-z$, we have $(1-x)(1-y)=z+xy$ and $x(1-x)+y(1-y)=z(1-z)+2xy$. The $xy$ terms cancel, as do the $\pm4mz$ terms, leaving $2mz(1-z)(p+p')^\mu$.

**Q.** I still need to turn $(p+p')^\mu$ into a magnetic term.

**A.** Insert $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$ in $\bar u'(\not p'\gamma^\mu+\gamma^\mu\not p)u=2m\bar u'\gamma^\mu u$. The left side is $\bar u'[(p+p')^\mu+i\sigma^{\mu\nu}q_\nu]u$. This is the Gordon identity,

$$(p+p')^\mu\to2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu .$$

The magnetic part of the numerator is therefore $-4m^2z(1-z)$ times $i\sigma^{\mu\nu}q_\nu/2m$.

For the momentum integral rotate $l^0=iL_4$, so $d^4l=i\,d^4L$ and $l^2=-L^2$. The unit sphere in four dimensions has area $2\pi^2$:

$$\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{L^3dL}{(L^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta},$$

because the radial integral is $1/4\Delta$. It converges. Collecting factors,

$$F_2=(-ie^2)(2)\int\!\left(-\frac{i}{32\pi^2\Delta}\right)(-4m^2)z(1-z)=\frac\alpha\pi\int\frac{m^2z(1-z)}{\Delta},$$

where the integral runs over $dx\,dy\,dz\,\delta(1-x-y-z)$. At $q^2=0$ the $x,y$ integration gives a factor $1-z$:

$$F_2(0)=\frac\alpha\pi\int_0^1dz\,\frac{z(1-z)^2}{(1-z)^2+z\mu^2/m^2}\;\xrightarrow{\mu\to0}\;\frac\alpha\pi\int_0^1z\,dz=\frac{\alpha}{2\pi}.$$

**Q.** No cutoff was needed. But you set aside the $l^2\gamma^\mu$ term, which looks divergent.

**A.** It is. After rotation it contributes

$$-2ie^2\cdot\frac12\cdot\frac{i}{8\pi^2}\int\frac{L^5dL}{(L^2+\Delta)^3}\simeq\frac{\alpha}{2\pi}\ln K_{\max}$$

to $F_1$, where $\frac12$ is the area of the parameter region and $K_{\max}$ the cutoff. The coefficient is for the photon propagator used here. This divergence has the form $\bar\psi\gamma^\mu A_\mu\psi$, and the operator $\bar\psi i\gamma^\mu D_\mu\psi$ supplies its counterterm. That operator also rescales the kinetic term, so the electron self-energy must diverge to match, and it does. The same rules give $\Sigma(p)=-ie^2\int\frac{d^4k}{(2\pi)^4}\,\gamma^\alpha(\not a-m)^{-1}\gamma_\alpha/(k^2-\mu^2)$. Since $\partial(\not a-m)^{-1}/\partial p_\mu=-(\not a-m)^{-1}\gamma^\mu(\not a-m)^{-1}$, we get $\delta\Gamma^\mu=-\partial\Sigma/\partial p_\mu$ at $q=0$. The vertex $\gamma^\mu+\delta\Gamma^\mu$ is then the derivative of the inverse propagator $\not p-m-\Sigma$, so one rescaling removes the logarithm from the vertex and from the $\not p$ term. The mass term keeps a logarithm of its own, which the operator $\bar\psi\psi$ absorbs as a shift of $m$. There is no such counterterm for $F_2$, and none is needed.

The numerical check integrates the original matrices over Euclidean momentum, without Feynman parameters or the Gordon identity. It finds $F_2(0)=1.000000$ in units of $\alpha/2\pi$ for a massless photon. For $\mu=0.5\,m$ it gives $0.383290$, the same as the parameter integral. Photon momenta between $100\,m$ and $1000\,m$ add $2.3026$ to $F_1$, which is $\ln10$, but about $10^{-8}$ to $F_2$. That last figure depends on which momentum is cut: the same range of the shifted momentum $L$ used above adds about $3\times10^{-5}$. Either way the contribution is small, as a convergent integral requires.

**Q.** What about higher loops?

**A.** The degree stays $-1$ for $n_P=0$, but subdiagrams can diverge. That their divergences are removed by counterterms for the same three operators is the renormalizability theorem of QED. I rely on it there without proof; what I have shown is that the one-loop $F_2$ is finite.

**Q.** Suppose I keep $\kappa$ anyway. Could I not renormalize one more parameter and carry on?

**A.** One more parameter is not enough. Look at the photon self-energy with a Pauli vertex at each end. Let $\epsilon$ be the photon polarization, with $\epsilon\cdot q=0$. Apart from constants, each vertex is $(\kappa/2m)\mathcal V$ with

$$\mathcal V=\sigma^{\mu\nu}\epsilon_\mu q_\nu=i\not\epsilon\not q .$$

The integrand is $\mathrm{Tr}[\mathcal V(\not k+m)\mathcal V(\not k+\not q+m)]$ over $(k^2-m^2)[(k+q)^2-m^2]$. Combining two denominators, now with a single parameter $x$, and setting $k=l-xq$ gives $(l^2-\Delta')^2$ with $\Delta'=m^2-x(1-x)q^2$. Dropping odd terms, the trace is

$$\mathrm{Tr}[\mathcal V\not l\mathcal V\not l]-x(1-x)\mathrm{Tr}[\mathcal V\not q\mathcal V\not q]+m^2\mathrm{Tr}[\mathcal V\mathcal V].$$

**Q.** The first term looks quadratically divergent.

**A.** By power counting, yes. But averaging over directions of $l$ produces $\gamma^\rho\sigma^{\mu\nu}\gamma_\rho$, which is zero because $\gamma^\rho\gamma^\mu\gamma^\nu\gamma_\rho=4g^{\mu\nu}$ is symmetric. For the rest, $\not\epsilon$ and $\not q$ anticommute, so

$$\mathcal V\mathcal V=-\not\epsilon\not q\not\epsilon\not q=\epsilon^2q^2,\qquad \mathcal V\not q\mathcal V\not q=-\not\epsilon q^2\not\epsilon q^2=-\epsilon^2q^4 .$$

The trace of the unit matrix is 4. At large $L$ the remaining integral behaves as $\int L^3dL/L^4$, a logarithm, and $\int_0^1x(1-x)dx=\frac16$. Its coefficient is proportional to

$$\kappa^2\,C,\qquad C=4\epsilon^2q^2\left(m^2+\frac{q^2}{6}\right).$$

The first part has the form of $F_{\mu\nu}F^{\mu\nu}$ and can be absorbed. The second has two more powers of $q$. It needs a counterterm $(\partial_\mu F^{\mu\nu})^2$, an operator of dimension six that was not in the Lagrangian.

For spacelike $q$ and $\epsilon^2=-1$, a direct angular average gives $C=3.3333$, $5.3333$ and $-18.0000\,m^4$ at $|q|=m$, $2m$ and $3m$, in agreement with the formula. Rescaling $F_{\mu\nu}F^{\mu\nu}$ alone could cancel only a result proportional to $q^2$, which has no such change of sign.

**Q.** And $\kappa$ itself?

**A.** With one Pauli vertex the degree of the magnetic coefficient is $n_P-1=0$. Power counting then permits a logarithmic divergence, with $\kappa$ available as its counterterm. In such a theory $\kappa$ is fixed by measurement. Neglecting terms of order $\alpha\kappa$ and $\alpha^2$,

$$a=\kappa+\frac{\alpha}{2\pi}.$$

**Q.** Can you show me with numbers what is lost?

**A.** Take a free electron in a chosen field of 5 T. Its cyclotron frequency is $\nu_c=eB/2\pi m=140.0$ GHz in SI units. The doublet splitting found earlier corresponds to the anomaly frequency $\nu_a=a\nu_c$. With $\kappa=0$, $a=\alpha/2\pi=0.001161$ and

$$\nu_a=0.001161\times140.0\ \text{GHz}=0.163\ \text{GHz}.$$

With the chosen value $\kappa=0.001$,

$$\nu_a=(0.001161+0.001)\times140.0\ \text{GHz}=0.303\ \text{GHz}.$$

If $\kappa$ is free, either frequency merely tells you its value. If $\kappa=0$, a result of 0.303 GHz would contradict the theory. The prediction takes $\alpha$ and $m$ from other measurements. It leaves out higher loops, whose natural size $(\alpha/\pi)^2=5.4\times10^{-6}$ is about half a percent of $a$, as well as loops of other particles. The measured anomaly, $0.00115965$, lies 0.15 percent below the one-loop value and gives 0.162 GHz.

**Q.** Then renormalizability has taken the place of gauge symmetry as the law that forbids the term?

**A.** It excludes the term within a class of theories, but nature need not belong to that class. If QED is the low-energy part of a theory with a heavy mass scale $M$, the Pauli coefficient is naturally a length of order $1/M$. Comparing $Q\kappa/4m$ with $Q/4M$ gives $\kappa\sim m/M$.

The Pauli term also connects left- and right-handed electrons, as the mass term does. If that flip costs a further factor $m/M$, then $\kappa\sim(m/M)^2$. These are estimates, with unknown numerical coefficients set to one. A weakly coupled loop gives a much smaller coefficient. In the parameter integral above, a photon-like particle of mass $\mu=M\gg m$ makes the denominator $zM^2/m^2$, so $F_2(0)\to\frac\alpha\pi\frac{m^2}{M^2}\int_0^1(1-z)^2dz=\frac{\alpha}{3\pi}(m/M)^2$, a coefficient of $8\times10^{-4}$.

**Q.** How small is that?

**A.** The electron mass is $5.11\times10^{-4}$ GeV. For a chosen $M=1000$ GeV the first rule gives $\kappa\sim5\times10^{-7}$ and the second $3\times10^{-13}$. Read the other way, $\kappa=10^{-12}$ corresponds to $M\sim5\times10^8$ GeV under the first rule, but only about $500$ GeV under the second, and about $14$ GeV once the loop coefficient $\alpha/3\pi$ is included. What a precise test of $a$ says about new physics therefore depends on how the chirality flip arises and on how strongly the new particles couple.

**Q.** So I should say this: gauge symmetry allows any $g$. Keeping only operators up to dimension four sets the tree value to 2 and leaves no adjustable constant for the anomaly.

**A.** Yes, for a spin-½ Dirac field with parity conserved. And if the higher operators are suppressed instead of absent, the prediction is uncertain by $\kappa$ and by whatever the other suppressed operators add through loops.

## Computed results

```
GAUGE TEST (dimensionless)
residual with Pauli term: 1.2e-15
residual with non-invariant control term: 0.828
LEVELS IN A MAGNETIC FIELD (energies in m)
eB = 0.02 m^2, kappa = 0.3
level 0: diagonalized 0.99700000, formula 0.99700000
level 1: diagonalized 1.01680390, formula 1.01680390
level 2: diagonalized 1.02280390, formula 1.02280390
level 3: diagonalized 1.03623048, formula 1.03623048
level 4: diagonalized 1.04223048, formula 1.04223048
weak-field g, kappa = 0: 2.00000
weak-field g, kappa = 0.3: 2.60003
ONE-LOOP VERTEX (form factors in alpha/(2 pi))
F2(0), massless photon, direct: 1.000000
F2(0), mu = 0.5 m: direct 0.383290, formula 0.383290
F2(0), mu = 1.0 m: direct 0.209200, formula 0.209200
F2(0), mu = 2.0 m: direct 0.090355, formula 0.090355
F2(0) with K < 10 m: 0.999904
F2(0) with K < 100 m: 1.000000
F1 from 100 m < K < 1000 m, mu = 0.5 m: 2.30257
ln 10: 2.30259
F2 from 100 m < K < 1000 m, mu = 0.5 m: 1.0e-08
TWO PAULI VERTICES: LOG COEFFICIENT (in m^4)
|q| = 1.0 m: direct 3.3333, formula 3.3333
|q| = 2.0 m: direct 5.3333, formula 5.3333
|q| = 3.0 m: direct -18.0000, formula -18.0000
WORKED EXAMPLE
alpha: 0.007297353
one-loop a = alpha/(2 pi): 0.00116141
one-loop g: 2.00232282
(alpha/pi)^2, size of next order: 5.40e-06
field: 5.0 T
cyclotron frequency: 139.9624 GHz
anomaly frequency, kappa = 0: 0.16255 GHz
anomaly frequency, kappa = 0.001: 0.30252 GHz
electron mass: 5.109990e-04 GeV
chosen new scale: 1000.0 GeV
kappa = m/scale: 5.110e-07
kappa = (m/scale)^2: 2.611e-13
chosen kappa for scale estimate: 1e-12
scale if kappa = m/scale: 5.110e+08 GeV
scale if kappa = (m/scale)^2: 511.0 GeV
```
